# Saddle-point transmission and the flatness of conductance plateaus

## 1. A uniform channel

Take a straight channel in which an electron of mass \(m\) is confined only across the direction of travel, by \(V=V_0+\tfrac12 m\omega_y^2y^2\). The transverse motion is a harmonic oscillator and the longitudinal motion is free, so

\[
E=V_0+\hbar\omega_y\left(n+\tfrac12\right)+\frac{\hbar^2k^2}{2m},\qquad n=0,1,2,\ldots
\]

The energy left for longitudinal motion in channel \(n\) is

\[
\varepsilon_n=E-V_0-\hbar\omega_y\left(n+\tfrac12\right).
\]

The channel conducts if \(\varepsilon_n>0\) and is closed if \(\varepsilon_n<0\).

Let the left reservoir fill right-moving states up to an energy \(eU\) above the level of the right reservoir, with \(U\) a small voltage. Per spin there are \(dk/2\pi\) states per unit length, moving at \(v=\hbar^{-1}dE/dk\). The net current of an open channel is therefore

\[
I_n=e\int v\,\frac{dk}{2\pi}=\frac{e}{h}\int dE=\frac{e^2}{h}U .
\]

The velocity has cancelled against the density of states. If a fraction \(T_n\) of the flux is transmitted, the current is multiplied by \(T_n\). With two spin directions,

\[
G=\frac{2e^2}{h}\sum_{n\ge0}T_n(E). \tag{1}
\]

This assumes independent electrons, no magnetic field, zero temperature and linear response. At energies filled from both sides the currents cancel, because transmission is the same in both directions.

In the uniform channel \(T_n\) is 0 or 1, and \(G\) is a perfect staircase in \(E\) with spacing \(\hbar\omega_y\). A smooth point contact has finite length, and tunnelling and partial reflection near its narrowest part round the steps. The question is how much rounding the plateaus survive.

## 2. The saddle

Near the narrowest point of a smooth contact, expand the potential to second order about its saddle point:

\[
V(x,y)=V_0-\tfrac12m\omega_x^2x^2+\tfrac12m\omega_y^2y^2 . \tag{2}
\]

Here \(x\) and \(y\) are the principal axes of the curvature. A computed potential supplies \(\omega_x^2=-V_{xx}/m\) and \(\omega_y^2=V_{yy}/m\) at the saddle. A small \(\omega_x\) means a barrier that stays flat over a long distance near its top; it is a property of the potential at the saddle and is not fixed by the geometric length of the gates alone.

The potential is a sum of a function of \(x\) and a function of \(y\). A product \(\psi(x)\chi_n(y)\), with \(\chi_n\) an oscillator state, therefore solves the Schrödinger equation, and the channels do not mix. What remains is

\[
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}-\tfrac12m\omega_x^2x^2\psi=\varepsilon_n\psi .
\]

Set \(x=\xi\sqrt{\hbar/m\omega_x}\) and \(a=\varepsilon_n/\hbar\omega_x\). Both terms on the left acquire the factor \(\tfrac12\hbar\omega_x\). Multiplication by \(-2/\hbar\omega_x\) gives

\[
\psi''+(\xi^2+2a)\psi=0 , \tag{3}
\]

with primes for \(d/d\xi\). Equation (3) has a conserved flux \(J=\mathrm{Im}(\psi^*\psi')\).

Far from the saddle the waves contain \(e^{\pm i\xi^2/2}\), whose local wavenumber is \(\pm\xi\). Thus \(e^{i\xi^2/2}\) moves away from the saddle on both sides, and \(e^{-i\xi^2/2}\) moves towards it. The scattering solution for an electron arriving from the left has no \(e^{-i\xi^2/2}\) part at \(\xi\to+\infty\).

## 3. The scattering solution

Let \(s=-\tfrac12+ia\) and consider

\[
\psi(\xi)=\int_C u^s e^{\Phi}\,du,\qquad
\Phi=-\tfrac{i}{2}\xi^2+i\sqrt2\,u\xi-\tfrac{i}{2}u^2 . \tag{4}
\]

The path \(C\) runs from \(\infty e^{3\pi i/4}\) to \(\infty e^{-i\pi/4}\) and passes above the origin. The branch cut of \(u^s\) runs from the origin straight down, so \(\arg u\) lies between \(-\pi/2\) and \(3\pi/2\). At both ends \(u^2=-i|u|^2\), hence \(-iu^2/2=-|u|^2/2\), and the integral converges.

**It solves the equation.** Since \(\partial_\xi\Phi=i(\sqrt2u-\xi)\) and \(\partial_\xi^2\Phi=-i\), the left side of (3) has the integrand

\[
u^se^\Phi\left[-(\sqrt2u-\xi)^2-i+\xi^2+2a\right]
=u^se^\Phi\left[-2u^2+2\sqrt2\,u\xi-i+2a\right].
\]

Compare this with

\[
-2i\frac{d}{du}\left(u^{s+1}e^\Phi\right)
=u^se^\Phi\left[-2i(s+1)+2\sqrt2\,u\xi-2u^2\right].
\]

Because \(-2i(s+1)=-2i(\tfrac12+ia)=-i+2a\), the two agree. The integrand is a total derivative that vanishes at both ends of \(C\), so (3) holds.

**Right side, \(\xi>0\).** Completing the square gives

\[
\Phi=\tfrac{i}{2}\xi^2-\tfrac{i}{2}(u-\sqrt2\xi)^2 .
\]

Shift \(C\) to the line \(u=\sqrt2\xi+e^{-i\pi/4}t\), with \(t\) real. It crosses the imaginary axis at \(+i\sqrt2\xi\), above the origin, so the shift meets no singularity. On the line \((u-\sqrt2\xi)^2=-it^2\), and

\[
\psi=e^{-i\pi/4}e^{i\xi^2/2}\int_{-\infty}^{\infty}
\left(\sqrt2\xi+e^{-i\pi/4}t\right)^s e^{-t^2/2}\,dt .
\]

The line stays at least a distance \(\xi\) from the origin, and the Gaussian restricts \(t\) to order one. For large \(\xi\) the power can be evaluated at \(t=0\):

\[
\psi\to\sqrt{2\pi}\,e^{-i\pi/4}(\sqrt2\xi)^s e^{i\xi^2/2}.
\]

This wave is purely outgoing, as required. Since \(|(\sqrt2\xi)^s|^2=1/(\sqrt2\xi)\) and the local wavenumber is \(\xi\), the transmitted flux is

\[
J_{\rm t}=\frac{2\pi}{\sqrt2\,\xi}\,\xi=\sqrt2\,\pi .
\]

**Left side, reflected wave.** For \(\xi<0\) the same line crosses the imaginary axis at \(-i\sqrt2|\xi|\), below the origin. It must be joined to a detour along the cut, because \(C\) passes above the origin. The junction is at \(t=2|\xi|\), where the Gaussian is \(e^{-2\xi^2}\) and negligible.

The stationary point \(u=\sqrt2\xi\) now has argument \(\pi\), so \(u^s=(\sqrt2|\xi|)^se^{i\pi s}\). It contributes

\[
\psi_{\rm r}\to\sqrt{2\pi}\,e^{-i\pi/4}e^{i\pi s}(\sqrt2|\xi|)^se^{i\xi^2/2},
\]

which moves left. From \(i\pi s=-i\pi/2-\pi a\) follows \(|e^{i\pi s}|^2=e^{-2\pi a}\), so the magnitude of the reflected flux is

\[
J_{\rm r}=\sqrt2\,\pi\,e^{-2\pi a}.
\]

**Left side, incident wave.** The detour goes up the left side of the cut, round the origin and down the right side. Put \(u=-i\tau\), \(du=-i\,d\tau\). Then

\[
\Phi=-\tfrac{i}{2}\xi^2-\sqrt2|\xi|\tau+\tfrac{i}{2}\tau^2 .
\]

The exponential restricts \(\tau\) to order \(1/|\xi|\), so \(e^{i\tau^2/2}\to1\) and the upper limit may be taken to infinity. A small circle of radius \(\rho\) round the origin contributes order \(\rho^{1/2}\), which vanishes. With

\[
K=\int_0^\infty\tau^se^{-\sqrt2|\xi|\tau}d\tau
=\Gamma(s+1)(\sqrt2|\xi|)^{-s-1},
\]

the left side of the cut (\(\arg u=3\pi/2\), \(\tau\) decreasing) gives \(+ie^{3\pi is/2}K\). The right side (\(\arg u=-\pi/2\), \(\tau\) increasing) gives \(-ie^{-i\pi s/2}K\). Together,

\[
\psi_{\rm i}\to ie^{i\pi s/2}\left(e^{i\pi s}-e^{-i\pi s}\right)Ke^{-i\xi^2/2}
=-2e^{i\pi s/2}\sin(\pi s)\,K\,e^{-i\xi^2/2}.
\]

This moves right, towards the saddle. Its modulus follows from

\[
|e^{i\pi s/2}|^2=e^{-\pi a},\qquad \sin(\pi s)=-\cosh(\pi a),\qquad
|\Gamma(\tfrac12+ia)|^2=\frac{\pi}{\cosh\pi a}.
\]

The last relation is the reflection formula \(\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z\) at \(z=\tfrac12+ia\), where \(1-z=z^*\). Multiplying \(|\psi_{\rm i}|^2\) by the wavenumber \(|\xi|\) gives

\[
J_{\rm i}=\frac{4\pi e^{-\pi a}\cosh\pi a}{\sqrt2}
=\sqrt2\,\pi\left(1+e^{-2\pi a}\right).
\]

Thus \(J_{\rm i}=J_{\rm t}+J_{\rm r}\), and flux is conserved. The transmission is \(J_{\rm t}/J_{\rm i}\):

\[
\boxed{T_n=\frac{1}{1+\exp(-2\pi\varepsilon_n/\hbar\omega_x)}} \tag{5}
\]

Here \(\varepsilon_n\) is an energy. If one defines instead the dimensionless quantity \(2\varepsilon_n/\hbar\omega_x\), the factor in front of it in the exponent is \(\pi\).

## 4. Meaning and range of the transmission formula

At \(\varepsilon_n=0\) half the flux passes. Far below the top, \(T_n\approx e^{-2\pi|\varepsilon_n|/\hbar\omega_x}\), which is tunnelling. Far above it, the reflection \(1-T_n\approx e^{-2\pi\varepsilon_n/\hbar\omega_x}\) is equally small. As \(\omega_x\to0\) the sharp step of the uniform channel returns.

Transmission reaches 0.9 when \(2\pi\varepsilon_n/\hbar\omega_x=\ln9\), and 0.1 at the opposite energy. The 10–90% width of a step is therefore \((\ln9/\pi)\hbar\omega_x\approx0.70\,\hbar\omega_x\).

A real contact is not parabolic at large distance. Formula (5) then needs a potential close to its quadratic form throughout the region that decides between transmission and reflection, followed by a smooth connection to the leads. A numerical test used the one-dimensional barrier \(V_0/\cosh^2(\alpha x)\), which has flat leads, at \(\varepsilon/\hbar\omega_x=-0.25\), 0 and 0.25. The largest absolute error of (5) in \(T\) was 0.020 for a height of \(5\hbar\omega_x\), and 0.005 for \(20\hbar\omega_x\). This checks the approach to the parabolic result, but not mode mixing, which a non-separable potential can introduce.

Finite temperature averages (1) over energy. Since \(T_n\) varies on the scale \(\hbar\omega_x/2\pi\), neglecting this average requires \(k_BT\ll\hbar\omega_x/2\pi\).

## 5. The plateau centre is a poor measure of flatness

Introduce

\[
r=\frac{\omega_y}{\omega_x},\qquad u=\frac{E-V_0}{\hbar\omega_y},\qquad
g=\frac{G}{2e^2/h}.
\]

From here on \(u\) denotes this reduced energy. Since \(\varepsilon_n/\hbar\omega_x=r(u-n-\tfrac12)\),

\[
g(u)=\sum_{n\ge0}f(u-n-\tfrac12),\qquad f(x)=\frac{1}{1+e^{-2\pi rx}}. \tag{6}
\]

The steps lie at half-integer \(u\), and plateau \(N\) is centred at \(u=N\). The shape of \(g(u)\) depends on the ratio \(r\) alone.

The function obeys \(f(x)+f(-x)=1\). At \(u=N\), pair channel \(n\) with channel \(2N-1-n\) for \(n<2N\). Their arguments are opposite, so these \(N\) pairs add up to \(N\), and

\[
g(N)=N+\sum_{j\ge0}f\left(-N-\tfrac12-j\right).
\]

The remainder is of order \(e^{-2\pi r(N+1/2)}\) unless \(r\) is small. For \(r=1\) and \(N=1\) it is only \(8.1\times10^{-5}\), although the slope \(dg/du\) there is 0.4995. A value close to an integer at the centre does not establish a flat plateau.

## 6. Slope at the centre

Differentiating \(f\) gives

\[
f'(x)=\frac{2\pi re^{-2\pi rx}}{(1+e^{-2\pi rx})^2}
=\frac{\pi r}{2}\,\mathrm{sech}^2(\pi rx).
\]

On a high plateau the sum over channels may be extended to all integers, because the added terms are exponentially small. The slope at the centre becomes

\[
S(r)=\frac{\pi r}{2}\sum_{k=-\infty}^{\infty}
\mathrm{sech}^2\left[\pi r(k+\tfrac12)\right]. \tag{7}
\]

The terms \(k\) and \(-k-1\) are equal, so it suffices to double the sum over \(k\ge0\). For \(z>0\),

\[
\mathrm{sech}^2z=\frac{4e^{-2z}}{(1+e^{-2z})^2}
=4\sum_{m\ge1}(-1)^{m+1}m\,e^{-2mz}.
\]

The sum over \(k\) is then geometric:

\[
\sum_{k\ge0}e^{-2\pi mr(k+1/2)}
=\frac{e^{-\pi mr}}{1-e^{-2\pi mr}}=\frac{1}{2\sinh(\pi mr)} .
\]

The prefactors combine as \(2\cdot\frac{\pi r}{2}\cdot4\cdot\frac12=2\pi r\), so

\[
S(r)=2\pi r\sum_{m\ge1}(-1)^{m+1}\frac{m}{\sinh(\pi mr)}. \tag{8}
\]

A second form comes from a Fourier series. The function \(P(u)=\sum_kf'(u-k-\tfrac12)\), summed over all integers, has period 1, and \(S=P(0)\). Joining the unit intervals into one integral over the whole line gives its coefficients

\[
c_q=(-1)^q\int_{-\infty}^{\infty}f'(x)e^{-2\pi iqx}dx .
\]

The sign comes from the shift by \(\tfrac12\). Use \(p=f(x)\) as the variable, so that \(f'dx=dp\) and \(x=(2\pi r)^{-1}\ln[p/(1-p)]\). With \(\eta=q/r\),

\[
\int_0^1p^{-i\eta}(1-p)^{i\eta}dp=\Gamma(1-i\eta)\Gamma(1+i\eta)
=\frac{\pi\eta}{\sinh\pi\eta}.
\]

The first equality is the beta integral, with \(\Gamma(2)=1\). The second is the reflection formula with \(\Gamma(1+i\eta)=i\eta\,\Gamma(i\eta)\). At \(q=0\) the value is 1. Adding the equal terms \(\pm q\),

\[
S(r)=1-\frac{2\pi}{r}\sum_{q\ge1}(-1)^{q+1}\frac{q}{\sinh(\pi q/r)} .
\]

The subtracted term is (8) with \(r\) replaced by \(1/r\). Hence

\[
\boxed{S(r)+S(1/r)=1,\qquad S(1)=\tfrac12} \tag{9}
\]

The mean slope over one period is 1. At \(\omega_y=\omega_x\) the centre of a high plateau therefore still rises at half the mean rate. This is the crossover between a staircase and a nearly straight line:

| \(\omega_y/\omega_x\) | slope at plateau centre | slope at step |
|---|---|---|
| 0.5 | 0.953 | 1.047 |
| 1 | 0.500 | 1.594 |
| 2 | 0.047 | 3.142 |
| 3 | 0.003 | 4.712 |

For large \(r\) the first term of (8) gives

\[
S\approx4\pi r\,e^{-\pi r}. \tag{10}
\]

By (9), for small \(r\) the centre slope differs from 1 by about \((4\pi/r)e^{-\pi/r}\), and the steps disappear.

## 7. A flatness condition with a tolerance

Flatness has no sharp threshold in \(r\), so a usable condition must name a tolerance. Require \(|g-N|\le\delta\) over the central fraction \(w<1\) of the step spacing. Write \(u=N+x\) with \(|x|\le w/2\), and separate the leakage \(L\) of nominally closed channels from the deficit \(D\) of nominally open ones:

\[
g-N=L-D,\quad L=\sum_{n\ge N}f(u-n-\tfrac12),\quad
D=\sum_{n=0}^{N-1}\left[1-f(u-n-\tfrac12)\right].
\]

For \(n=N+j\) the argument is \(-(j+\tfrac12-x)\), and \(f(-z)<e^{-2\pi rz}\). Therefore

\[
L<\sum_{j\ge0}e^{-2\pi r(j+1/2-x)}
=\frac{e^{-\pi r(1-2x)}}{1-e^{-2\pi r}} .
\]

For \(n=N-1-j\) the argument is \(j+\tfrac12+x\), and \(1-f(z)=f(-z)\). The same steps bound \(D\) with \(x\) replaced by \(-x\). Both bounds are largest at the window's edges. Since \(L\) and \(D\) are positive, \(|L-D|\) cannot exceed the larger of them, so

\[
|g-N|<\frac{e^{-\pi r(1-w)}}{1-e^{-2\pi r}} . \tag{11}
\]

It is sufficient that the right side of (11) be at most \(\delta\). For \(r\ge1\) the denominator differs from 1 by less than 0.2%. Dropping it and taking the logarithm gives the design rule

\[
\boxed{\frac{\omega_y}{\omega_x}\gtrsim\frac{\ln(1/\delta)}{\pi(1-w)}} \tag{12}
\]

For \(\delta=0.01\) and \(w=0.5\), rule (12) gives 2.932. The channel sum on the tenth plateau gives a required ratio of 2.925. For \(\delta=0.1\) the rule gives 1.47, against 1.39 from the sum. The tolerance is absolute in units of \(2e^2/h\), not relative to \(G\). The rule is meant for cases where it gives \(r\ge1\), and the condition tests flatness only if \(\delta<w/2\). On a high plateau the straight line \(g=u\) deviates by just \(w/2\) at the window's edge, so \(\delta=0.1\) with \(w=0.2\) is met even at \(r=0.2\), where there are no steps.

Thus, at zero temperature, \(\omega_y\gtrsim\omega_x\) marks the appearance of clear steps, while flatness to a hundredth of \(2e^2/h\) over half the spacing needs \(\omega_y\approx3\omega_x\). These statements hold for independent electrons in a fixed, clean saddle swept in energy. In a gated contact the gate voltage also changes \(\omega_x\) and \(\omega_y\). Electron interaction (seen as the 0.7 feature below the first plateau), disorder and series resistance also affect the measured plateaus and lie outside this model.

## 8. Worked example

Take \(\hbar\omega_y=3\) meV and compare \(\hbar\omega_x=1\) meV (\(r=3\)) with \(\hbar\omega_x=3\) meV (\(r=1\)). These are round model parameters. The thresholds \(E-V_0=3(n+\tfrac12)\) meV are 1.5, 4.5 and 7.5 meV, so the second plateau is centred at 6 meV.

A quarter spacing above the centre, \(E-V_0=6.75\) meV, and

\[
\varepsilon_0=5.25,\qquad \varepsilon_1=2.25,\qquad
\varepsilon_2=-0.75\ \text{meV}.
\]

For \(\hbar\omega_x=1\) meV the first two channels are fully open to five decimals, and the third leaks:

\[
T_2=\frac{1}{1+e^{2\pi\times0.75}}=0.0089,\qquad
g=1+1+0.0089=2.0089 .
\]

For \(\hbar\omega_x=3\) meV the same energies are divided by 3:

\[
T_2=\frac{1}{1+e^{2\pi\times0.25}}=0.1721,\qquad T_1=0.9911,\qquad T_0=1.0000 .
\]

These add up to 2.1632. The full sum is \(g=2.1636\); the remaining 0.0004 comes from higher channels. With \(2e^2/h=77.48\) μS, the conductances across the plateau are:

| \(E-V_0\) (meV) | \(G\), \(r=3\) (μS) | \(G\), \(r=1\) (μS) |
|---|---|---|
| 5.25 | 154.27 | 142.29 |
| 6.00 | 154.96 | 154.96 |
| 6.75 | 155.65 | 167.64 |

The central values agree to the digits shown. Across half the spacing, however, \(G\) rises by 1.38 μS for \(r=3\) and by 25.35 μS for \(r=1\).

These are zero-temperature values. For \(\hbar\omega_x=1\) meV the energy \(\hbar\omega_x/2\pi\) corresponds to 1.8 K, so the contact must be much colder than that. At 4.2 K, thermal averaging raises the deviation of \(g\) from 2 at 6.75 meV from 0.009 to 0.13 for \(r=3\).

## 9. Implementation

Evaluate (5) with a logistic function that is safe against overflow. If the sum (6) is cut after channels \(0,\ldots,M-1\), the bound used for \(L\) gives

\[
0<g-g_M<\frac{e^{-2\pi r(M+1/2-u)}}{1-e^{-2\pi r}},
\]

from which \(M\) can be chosen for a prescribed absolute error. For an isotropic mass the ratio needed in (12) is \(r=\sqrt{V_{yy}/|V_{xx}|}\) at the saddle; the mass cancels. This assumes that the transverse frequency hardly changes along the constriction. If it varies slowly as \(\omega_y(x)\), channel \(n\) sees the barrier \(V(x,0)+\hbar\omega_y(x)(n+\tfrac12)\). The curvature of this barrier must then replace \(V_{xx}\), and it differs from channel to channel. The numerical check integrates (3) directly and compares (8), (9) and (11) with explicit channel sums.

## Values computed for the example and the checks

```
Transmission of the inverted parabola
eps/(hbar wx)   T integrated   T formula
  -0.5000       0.04142        0.04142
  -0.3497       0.10000        0.10000
   0.0000       0.50000        0.50000
   0.2500       0.82790        0.82790
   0.3497       0.90000        0.90000
10-90% step width = 0.6994 hbar wx
Contour solution at eps/(hbar wx) = 0.2, fluxes/(sqrt2 pi):
  incident 1.28461, reflected 0.28461, transmitted 1.00000
Smooth barrier V0/cosh^2 with flat leads
  height  5.0 hbar wx: largest |T - formula| = 0.0196
  height 20.0 hbar wx: largest |T - formula| = 0.0049
Slope dg/du on a high plateau
wy/wx    centre    4 pi r exp(-pi r)   step
0.3333   0.99696   1.46993             1.0030
0.5000   0.95324   1.30615             1.0471
1.0000   0.50000   0.54304             1.5942
2.0000   0.04676   0.04693             3.1417
3.0000   0.00304   0.00304             4.7124
First plateau centre, wy/wx = 1: g - 1 = 8.08e-05, slope = 0.4995
Largest |g - N| over central fraction 0.5, N = 10
wy/wx   channel sum   bound
1.0     0.16357       0.20827
2.0     0.04134       0.04321
3.0     0.00890       0.00898
4.0     0.00186       0.00187
|g - N| <= 0.1: wy/wx needed 1.389, ln formula 1.466
|g - N| <= 0.01: wy/wx needed 2.925, ln formula 2.932
Example: hbar wy = 3.0 meV; 2e^2/h = 77.481 microsiemens
Thresholds E-V0 (meV): 1.5, 4.5, 7.5
hbar wx = 1.0 meV, wy/wx = 3.0
  E-V0 = 5.25 meV: g = 1.99110, G = 154.27 microsiemens
  E-V0 = 6.00 meV: g = 2.00000, G = 154.96 microsiemens
  E-V0 = 6.75 meV: g = 2.00890, G = 155.65 microsiemens
  at 6.75 meV: eps_n (meV) = 5.25, 2.25, -0.75
  T_0, T_1, T_2 = 1.00000, 1.00000, 0.00890
hbar wx = 3.0 meV, wy/wx = 1.0
  E-V0 = 5.25 meV: g = 1.83643, G = 142.29 microsiemens
  E-V0 = 6.00 meV: g = 2.00000, G = 154.96 microsiemens
  E-V0 = 6.75 meV: g = 2.16357, G = 167.64 microsiemens
  at 6.75 meV: eps_n (meV) = 5.25, 2.25, -0.75
  T_0, T_1, T_2 = 0.99998, 0.99110, 0.17210
```
